# Avalanche Breakdown Voltage and Doping for a Seventh-Power Ionization Law: test program

```python
"""Breakdown of an abrupt one-sided junction with ionization coefficient A*E^7.

Result under test: V_B = (1/2) (8/A)^(1/4) (q N / eps)^(-3/4).
N: light-side doping; eps: permittivity; E: field magnitude;
V_B: total junction voltage at which avalanche multiplication diverges.
s = q N / eps is the field gradient; W is the depletion width.
Internal lengths are in cm, fields in V/cm, and doping in cm^-3.
Breakdown is found numerically from ionization integrals and from the
carrier continuity equations, then compared with the closed formulas.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

eps_rel = 10.0
eps = eps_rel * epsilon_0 / 100.0       # F/cm
field_ref = 2.0e6
alpha_ref = 1.0e4
doping = 1.0e16
mobility = 500.0
A = alpha_ref / field_ref**7


def gradient(N):
    return q * N / eps


def power_alpha(E):
    return alpha_ref * (E / field_ref)**7


def formula_voltage(N, coefficient=A):
    return 0.5 * (8 / coefficient)**0.25 * gradient(N)**(-0.75)


def numerical_breakdown(alpha, N):
    """Peak field, width and voltage from unit ionization integral."""
    s = gradient(N)

    def excess(peak):
        width = peak / s
        value = quad(lambda t: width * alpha(peak * (1 - t)), 0, 1,
                     epsabs=1e-11, epsrel=1e-11, limit=200)[0]
        return value - 1

    peak = brentq(excess, 2e5, 2e7, xtol=1e-4, rtol=1e-13)
    width = peak / s
    voltage = quad(lambda t: width * peak * (1 - t), 0, 1)[0]
    return peak, width, voltage


def log_slope(alpha, N, step=0.01):
    high = numerical_breakdown(alpha, N * np.exp(step))[2]
    low = numerical_breakdown(alpha, N * np.exp(-step))[2]
    return np.log(high / low) / (2 * step)


# Closed formulas against quadrature and root finding.
s0 = gradient(doping)
peak0 = (8 * s0 / A)**0.125
width0 = (8 / A)**0.125 * s0**(-0.875)
voltage0 = formula_voltage(doping)
peak_num, width_num, voltage_num = numerical_breakdown(power_alpha, doping)
assert np.allclose([peak_num, width_num, voltage_num],
                   [peak0, width0, voltage0], rtol=1e-8)
dopings = [1e15, 1e16, 1e17]
power_results = [numerical_breakdown(power_alpha, N) for N in dopings]
for N, result in zip(dopings, power_results):
    assert np.isclose(result[2], formula_voltage(N), rtol=1e-8)
slope_power = log_slope(power_alpha, doping)
assert abs(slope_power + 0.75) < 1e-7


# A different power must give a different exponent.
def fifth_alpha(E):
    return alpha_ref * (E / field_ref)**5


slope_fifth = log_slope(fifth_alpha, doping)
assert abs(slope_fifth + (5 - 1) / (5 + 1)) < 1e-7


# Electrons travel toward +x and holes toward -x.
def hole_flux_at_edge(width, ratio, initial):
    def rates(x, flux):
        alpha_n = power_alpha(s0 * (width - x))
        generation = alpha_n * (flux[0] + ratio * flux[1])
        return [generation, -generation]
    solution = solve_ivp(rates, (0, width), initial, method="DOP853",
                         rtol=1e-10, atol=1e-12)
    assert solution.success
    return solution.y[1, -1]


def continuity_breakdown(ratio):
    # A self-sustained current has no injected carriers at either edge.
    width = brentq(lambda w: hole_flux_at_edge(w, ratio, [0, 1]),
                   5e-4, 1.5e-3, xtol=1e-13, rtol=1e-11)
    return s0 * width**2 / 2


assert np.isclose(continuity_breakdown(1.0), voltage0, rtol=1e-7)
ratio = 0.1
A_mean = A * (1 - ratio) / np.log(1 / ratio)
voltage_unequal = continuity_breakdown(ratio)
assert np.isclose(voltage_unequal, formula_voltage(doping, A_mean), rtol=1e-7)


def multiplication(fraction):
    width = np.sqrt(2 * fraction * voltage0 / s0)
    from_hole = hole_flux_at_edge(width, 1.0, [0, 1])
    from_electron = hole_flux_at_edge(width, 1.0, [1, 0])
    return 1 - from_electron / from_hole


for fraction in (0.5, 0.9):
    assert np.isclose(multiplication(fraction), 1 / (1 - fraction**4),
                      rtol=1e-7)
gain = multiplication(0.9)

# Exponential law matched in value and log slope at the reference field.
b = 7 * field_ref
a = alpha_ref * np.exp(7)


def exponential_alpha(E):
    return a * np.exp(-b / E)


exp_results = [numerical_breakdown(exponential_alpha, N) for N in dopings]
exp_slopes = [log_slope(exponential_alpha, N) for N in dopings]
for N, result, power_result, slope in zip(
        dopings, exp_results, power_results, exp_slopes):
    predicted = 2 / (exponential_alpha(result[0]) * result[1]) - 1
    assert abs(slope - predicted) < 1e-5    # finite-difference error
    assert result[2] > power_result[2]
assert exp_slopes[0] < -0.75 < exp_slopes[2]

# Finite doping on the heavy side, with both depletion regions ionizing.
heavy = 10 * doping


def two_sided_excess(peak):
    total = 0
    for N in (doping, heavy):
        width = peak / gradient(N)
        total += quad(lambda x: power_alpha(peak - gradient(N) * x),
                      0, width)[0]
    return total - 1


peak_two = brentq(two_sided_excess, 2e5, 2e7)
voltage_two = sum(quad(lambda x: peak_two - gradient(N) * x,
                       0, peak_two / gradient(N))[0]
                  for N in (doping, heavy))
assert np.isclose(voltage_two / voltage0, (1 + doping / heavy)**0.75,
                  rtol=1e-7)

# A fixed layer half as thick as the unrestricted depletion width.
layer = width0 / 2


def thin_voltage(N):
    s = gradient(N)

    def excess(peak):
        return quad(lambda x: power_alpha(peak - s * x), 0, layer)[0] - 1

    peak = brentq(excess, s * layer, 2e7)
    assert peak > s * layer
    return quad(lambda x: peak - s * x, 0, layer)[0]


voltage_thin = thin_voltage(doping)
slope_thin = np.log(thin_voltage(doping * np.exp(0.01))
                    / thin_voltage(doping * np.exp(-0.01))) / 0.02
assert voltage_thin < voltage0
assert slope_thin > -0.3

# Drift-layer resistance and the cost of doubling breakdown voltage.
resistance = width_num / (q * mobility * doping)
assert np.isclose(resistance, 4 * voltage0**2 / (eps * mobility * peak0**3),
                  rtol=1e-7)
doping_double = doping * 2**(-4 / 3)
peak_d, width_d, voltage_d = numerical_breakdown(power_alpha, doping_double)
resistance_d = width_d / (q * mobility * doping_double)
assert np.isclose(voltage_d / voltage_num, 2, rtol=1e-7)
assert np.isclose(width_d / width_num, 2**(7 / 6), rtol=1e-7)
assert np.isclose(resistance_d / resistance, 2**2.5, rtol=1e-7)

print(f"Relative permittivity: {eps_rel:.1f}")
print(f"Reference field: {field_ref / 1e6:.1f} MV/cm")
print(f"Reference ionization coefficient: {alpha_ref:.1e} cm^-1")
print(f"Light-side doping: {doping:.1e} cm^-3")
print(f"Mobility: {mobility:.0f} cm^2/(V s)")
print(f"Permittivity: {eps:.5e} F/cm")
print(f"Power-law coefficient A: {A:.5e} cm^6 V^-7")
print(f"Field gradient s: {s0:.5e} V/cm^2")
print(f"Factor (8/A)^(1/4): {(8 / A)**0.25:.5e} V^(7/4) cm^(-3/2)")
print(f"Peak field, formula: {peak0 / 1e6:.4f} MV/cm")
print(f"Depletion width, formula: {width0 * 1e4:.4f} um")
print(f"Breakdown voltage, formula: {voltage0:.3f} V")
print(f"Breakdown voltage, numerical: {voltage_num:.3f} V")
print(f"Numerical doping exponent, E^7: {slope_power:.6f}")
print(f"Numerical doping exponent, E^5: {slope_fifth:.6f}")
print(f"Multiplication at 0.9 V_B: {gain:.4f}")
print(f"Exponential-law a: {a:.5e} cm^-1")
print(f"Exponential-law b: {b / 1e6:.1f} MV/cm")
for N, pr, er, slope in zip(dopings, power_results, exp_results, exp_slopes):
    print(f"Doping for next five values: {N:.1e} cm^-3")
    print(f"  Power-law peak field: {pr[0] / 1e6:.4f} MV/cm")
    print(f"  Power-law voltage: {pr[2]:.2f} V")
    print(f"  Exponential-law peak field: {er[0] / 1e6:.4f} MV/cm")
    print(f"  Exponential-law voltage: {er[2]:.2f} V")
    print(f"  Exponential-law doping exponent: {slope:.4f}")
print(f"Unequal coefficients, A_p/A_n: {ratio:.1f}")
print(f"Logarithmic mean A / A_n: {A_mean / A:.4f}")
print(f"Voltage with unequal coefficients: {voltage_unequal:.2f} V")
print(f"Heavy-side doping: {heavy:.1e} cm^-3")
print(f"Voltage with finite heavy doping: {voltage_two:.2f} V")
print(f"Ratio to one-sided voltage: {voltage_two / voltage0:.4f}")
print(f"Thin-layer thickness: {layer * 1e4:.4f} um")
print(f"Thin-layer voltage: {voltage_thin:.2f} V")
print(f"Thin-layer doping exponent: {slope_thin:.4f}")
print(f"Drift-layer resistance: {resistance * 1e3:.4f} mohm cm^2")
print(f"Doping for doubled voltage: {doping_double:.4e} cm^-3")
print(f"Doubled breakdown voltage: {voltage_d:.2f} V")
print(f"Width ratio for doubled voltage: {width_d / width_num:.4f}")
print(f"Resistance ratio for doubled voltage: {resistance_d / resistance:.4f}")
print("finished without a failed check")
```

It prints:

```
Relative permittivity: 10.0
Reference field: 2.0 MV/cm
Reference ionization coefficient: 1.0e+04 cm^-1
Light-side doping: 1.0e+16 cm^-3
Mobility: 500 cm^2/(V s)
Permittivity: 8.85419e-13 F/cm
Power-law coefficient A: 7.81250e-41 cm^6 V^-7
Field gradient s: 1.80951e+09 V/cm^2
Factor (8/A)^(1/4): 1.78885e+10 V^(7/4) cm^(-3/2)
Peak field, formula: 1.9208 MV/cm
Depletion width, formula: 10.6150 um
Breakdown voltage, formula: 1019.468 V
Breakdown voltage, numerical: 1019.468 V
Numerical doping exponent, E^7: -0.750000
Numerical doping exponent, E^5: -0.666667
Multiplication at 0.9 V_B: 2.9078
Exponential-law a: 1.09663e+07 cm^-1
Exponential-law b: 14.0 MV/cm
Doping for next five values: 1.0e+15 cm^-3
  Power-law peak field: 1.4404 MV/cm
  Power-law voltage: 5732.89 V
  Exponential-law peak field: 1.5455 MV/cm
  Exponential-law voltage: 6599.90 V
  Exponential-law doping exponent: -0.8165
Doping for next five values: 1.0e+16 cm^-3
  Power-law peak field: 1.9208 MV/cm
  Power-law voltage: 1019.47 V
  Exponential-law peak field: 1.9497 MV/cm
  Exponential-law voltage: 1050.35 V
  Exponential-law doping exponent: -0.7776
Doping for next five values: 1.0e+17 cm^-3
  Power-law peak field: 2.5614 MV/cm
  Power-law voltage: 181.29 V
  Exponential-law peak field: 2.5965 MV/cm
  Exponential-law voltage: 186.29 V
  Exponential-law doping exponent: -0.7209
Unequal coefficients, A_p/A_n: 0.1
Logarithmic mean A / A_n: 0.3909
Voltage with unequal coefficients: 1289.34 V
Heavy-side doping: 1.0e+17 cm^-3
Voltage with finite heavy doping: 1095.01 V
Ratio to one-sided voltage: 1.0741
Thin-layer thickness: 5.3075 um
Thin-layer voltage: 765.10 V
Thin-layer doping exponent: -0.1711
Drift-layer resistance: 1.3251 mohm cm^2
Doping for doubled voltage: 3.9685e+15 cm^-3
Doubled breakdown voltage: 2038.94 V
Width ratio for doubled voltage: 2.2449
Resistance ratio for doubled voltage: 5.6569
finished without a failed check
```
